# How a standard-linear-solid polishing pad recovers between passing features

**Q.** You say a polishing pad can look soft to one wafer pattern and stiff to another. Before I accept any frequency, I want to know what "the pad" is.

**A.** Take a column of pad of thickness $h$, bonded to a rigid platen and kept from spreading sideways. Let $\sigma$ be the pressure on it and $\varepsilon$ its strain, both positive in compression and small. A standard linear solid is a spring $E_r$ in parallel with an arm that holds a spring $E_1$ and a dashpot $\eta$ in series. The moduli are those of the confined column.

Let the arm carry stress $s$ and its dashpot have strain $g$. Then $\sigma=E_r\varepsilon+s$. The arm strain is $\varepsilon=s/E_1+g$, with $\dot g=s/\eta$. Differentiating and multiplying by $E_1$ gives, with $\tau_r=\eta/E_1$,

$$\dot s+\frac{s}{\tau_r}=E_1\dot\varepsilon .$$

Insert $s=\sigma-E_r\varepsilon$, multiply by $\tau_r$ and collect terms:

$$\sigma+\tau_r\dot\sigma=E_r\varepsilon+E_g\tau_r\dot\varepsilon,\qquad E_g=E_r+E_1 .$$

Slow changes leave $\sigma=E_r\varepsilon$, the relaxed response. In a sudden change the derivatives dominate and $\Delta\sigma=E_g\Delta\varepsilon$, the glassy response.

**Q.** At fixed strain your equation relaxes with $\tau_r$. So the pad recovers between features with $\tau_r$ too?

**A.** No. Between features the stress is fixed, not the strain. Separate the instantaneous part by writing $\varepsilon=\sigma/E_g+d$:

$$\sigma+\tau_r\dot\sigma=\frac{E_r}{E_g}\sigma+E_rd+\tau_r\dot\sigma+E_g\tau_r\dot d .$$

The terms in $\dot\sigma$ cancel. Dividing the rest by $E_r$ gives

$$\tau_c\dot d+d=J\sigma,\qquad \tau_c=\tau_r\frac{E_g}{E_r},\qquad J=\frac1{E_r}-\frac1{E_g}.$$

With $\sigma=0$, $d$ decays with the retardation time $\tau_c$, which is longer than $\tau_r$.

The network shows why. At held strain, a change $\delta g$ of dashpot strain alters the stress on the dashpot by $E_1\delta g$. In the unloaded pad the total stress vanishes, so $E_r\varepsilon+E_1(\varepsilon-g)=0$ and $\varepsilon=E_1g/E_g$. The dashpot then feels a stress of size $E_1(g-\varepsilon)=(E_1E_r/E_g)\,g$. The driving stress is weaker by $E_r/E_g$, and the motion is slower by the same factor.

**Q.** What happens at the edge of a feature, where the pressure jumps?

**A.** Since $\varepsilon=(\sigma+E_1g)/E_g$, we have $d=E_1g/E_g$. A dashpot cannot move by a finite amount in no time under finite stress, so $d$ is continuous. The whole jump is in $\sigma/E_g$. If the column leaves a raised feature, a mesa, with pressure $\sigma_0$ and delayed strain $d_{\max}$, its strain in the trench is

$$\varepsilon(t)=d_{\max}e^{-t/\tau_c},$$

after an immediate spring-back of $\sigma_0/E_g$.

**Q.** You assumed zero pressure in the trench and, I suspect, uniform pressure on the mesa. A wafer is rigid. Should it not impose a uniform strain?

**A.** It would on a smooth pad. A rough pad touches through asperities, and I take their pressure to fall as $\exp(-\text{separation}/\ell)$ with $\ell\approx5$ µm. In the example below the bulk surface moves by only $0.046\,\ell$, which changes the pressure by at most about 5%. Fixed pressure is therefore the better starting point, though the asperities themselves also relax, and I return to that. The same numbers set a limit on what follows. The asperity layer has a compliance $\ell/\sigma_0=125$ µm/MPa at the mesa pressure, against $h/E=4.3$ to $6.5$ µm/MPa for the bulk. Going from $E_r$ to $E_g$ changes their sum by less than 2%, so the moduli below describe the bulk of the pad, not the stiffness of the whole contact. A trench 100 µm deep carries a fraction $e^{-20}\approx2\times10^{-9}$ of the mesa pressure, which is zero for our purpose.

**Q.** Then what is $d_{\max}$? The column has met many mesas before this one.

**A.** Let the pitch be $p$, the speed $v$, the passing frequency $f=v/p$ and the loaded fraction $\varphi$. Measure the two spans in units of $\tau_c$:

$$a=\frac{\varphi}{f\tau_c},\qquad b=\frac{1-\varphi}{f\tau_c}.$$

On a mesa $d$ tends to $J\sigma_0$, starting from $d_{\min}$. In the trench it decays. Hence

$$d_{\max}=J\sigma_0(1-e^{-a})+d_{\min}e^{-a},\qquad d_{\min}=d_{\max}e^{-b}.$$

Substitute the second into the first:

$$d_{\max}=J\sigma_0\,\frac{1-e^{-a}}{1-e^{-(a+b)}} .$$

The difference between any two solutions under the same pressure obeys $\tau_c\dot d+d=0$. The memory of the start therefore fades as $e^{-t/\tau_c}$, whatever the pattern.

**Q.** Put numbers in before you talk about moduli.

**A.** Take $E_r=200$ MPa, $E_g=300$ MPa, $\tau_r=4$ ms and $h=1.3$ mm. Then $\tau_c=4\times300/200=6$ ms and $J=1.667\times10^{-3}$ MPa$^{-1}$. The wafer has 10 mm mesas and 10 mm trenches and moves at 1 m/s, so $f=50$ Hz and $\varphi=\tfrac12$. A nominal pressure of 20 kPa becomes $\sigma_0=40$ kPa on the mesas.

The factor that turns compliance into height is $\sigma_0h=0.040\times1300=52$ MPa µm. The spring-back is $52/300=0.173$ µm. Here $a=b=0.5/(50\times0.006)=1.667$ and $e^{-a}=0.189$, so

$$h\,d_{\max}=52\times1.667\times10^{-3}\times\frac{1-0.189}{1-0.189^2}=0.073\ \text{µm}.$$

The peak compression is 0.246 µm. In the trench the remaining compression is 0.073 µm just after the edge, 0.052 µm after 2 ms, 0.032 µm after 5 ms and 0.014 µm when the next mesa arrives. The start-up needs about $5\tau_c=30$ ms, or 30 mm of travel.

**Q.** Now the modulus. Which one does this pad show at 50 Hz?

**A.** First we must say what is measured. Let the swing be the difference between the largest strain, at the end of a mesa, and the smallest, at the end of a trench:

$$\Delta\varepsilon=\frac{\sigma_0}{E_g}+d_{\max}-d_{\min}=\sigma_0\left(\frac1{E_g}+JG\right),$$

$$G=\frac{(1-e^{-a})(1-e^{-b})}{1-e^{-(a+b)}} .$$

Define the swing modulus by $E_{sw}=\sigma_0/\Delta\varepsilon$. For the example it is $52/0.232\approx224$ MPa, between the two limits.

**Q.** Does it always rise with frequency? That expression for $G$ does not make it plain.

**A.** Use $1-e^{-x}=2e^{-x/2}\sinh(x/2)$ in each factor. The exponentials cancel and

$$G=\frac{2\sinh(a/2)\sinh(b/2)}{\sinh\big((a+b)/2\big)} .$$

Expand the denominator as $\sinh(a/2)\cosh(b/2)+\cosh(a/2)\sinh(b/2)$ and invert:

$$\frac1G=\frac12\left[\coth\frac a2+\coth\frac b2\right].$$

Raising $f$ at fixed $\varphi$ lowers $a$ and $b$. Both hyperbolic cotangents rise, so $G$ falls and $E_{sw}$ rises. For slow passing $G\to1$ and $E_{sw}\to E_r$. For fast passing $\coth(x/2)\to2/x$, so $G\to ab/(a+b)=\varphi(1-\varphi)/(f\tau_c)\to0$ and $E_{sw}\to E_g$.

**Q.** I need boundaries, not limits.

**A.** They depend on a tolerance. Call the swing relaxed when $E_{sw}\le1.05E_r$ and glassy when $E_{sw}\ge0.95E_g$. For $\varphi=\tfrac12$ we have $a=b$, so $G=\tanh(a/2)=\tanh[1/(4f\tau_c)]$. Setting $1/E_{sw}=1/E_g+JG$ equal to $1/E_t$ for a target $E_t$ gives

$$f=\frac{1}{4\tau_c\,\mathrm{artanh}\,y},\qquad y=\frac{1/E_t-1/E_g}{J}.$$

For $E_t=210$ MPa, $y=0.857$ and $\mathrm{artanh}\,y=1.28$, so $f=32.5$ Hz. For $E_t=285$ MPa, $y=0.105$ and $f=394$ Hz. At 1 m/s and equal mesa and trench widths, pitches above 31 mm see the relaxed swing and pitches below 2.5 mm the glassy one, as long as the column picture holds. At 2.5 mm it does not, as shown below.

**Q.** So above 394 Hz I may replace the pad by an elastic one with modulus $E_g$.

**A.** You may for the swing, but not for the total compression. Average $\tau_c\dot d+d=J\sigma$ over one period. The periodic $d$ returns to its start, so $\langle\dot d\rangle=0$ and $\langle d\rangle=J\varphi\sigma_0$. Therefore

$$\langle\varepsilon\rangle=\frac{\varphi\sigma_0}{E_g}+J\varphi\sigma_0=\frac{\varphi\sigma_0}{E_r}$$

at every passing frequency in the periodic state. In the example this mean is $0.5\times52/200=0.130$ µm. The steady part of the load has all the time it needs to relax the pad.

The peak strain keeps part of this. At high frequency $d_{\max}\to J\sigma_0\,a/(a+b)=\varphi J\sigma_0$, and

$$\varepsilon_{\max}\to\sigma_0\left(\frac1{E_g}+\varphi J\right)=\sigma_0\left(\frac{\varphi}{E_r}+\frac{1-\varphi}{E_g}\right).$$

For $\varphi=\tfrac12$ the ratio $\sigma_0/\varepsilon_{\max}$ tends to 240 MPa, not 300 MPa. With $\varphi=\tfrac12$ and all else fixed, the column gives:

| $f$ (Hz) | $E_{sw}$ (MPa) | $\sigma_0/\varepsilon_{\max}$ (MPa) |
|---:|---:|---:|
| 10 | 200 | 200 |
| 50 | 224 | 211 |
| 100 | 251 | 222 |
| 1000 | 294 | 238 |

As a test, the spring-dashpot network was integrated from rest at 10 and 50 Hz with $\varphi=0.5$, and at 80 and 1000 Hz with $\varphi=0.3$. Swing, peak and mean strain agreed with these formulas to within two parts in $10^5$.

**Q.** What if the trench floor is not out of reach, and carries some pressure $\sigma_f$?

**A.** The equation is linear. Write the pressure as a constant $\sigma_f$ plus a square wave of height $\sigma_0-\sigma_f$. The constant adds a constant strain $\sigma_f/E_r$, which drops out of the swing:

$$\Delta\varepsilon=\frac{\sigma_0-\sigma_f}{E_{sw}} .$$

The frequency boundaries stay where they were, provided both pressures are uniform. Only the height of the swing shrinks.

**Q.** A laboratory measures the modulus with a sinusoidal load and would put the transition at $\omega\tau=1$. Why not use that?

**A.** Because it answers a different question, and there are two times to choose from. Put $\sigma$ and $\varepsilon$ proportional to $e^{i\omega t}$ in the first differential equation:

$$E^*(\omega)=\frac{E_r+i\omega E_g\tau_r}{1+i\omega\tau_r}=E_r\frac{1+i\omega\tau_c}{1+i\omega\tau_r}.$$

Multiplying top and bottom by $1-i\omega\tau_r$ gives the ratio of imaginary to real part,

$$\tan\delta=\frac{\omega(\tau_c-\tau_r)}{1+\omega^2\tau_c\tau_r}.$$

The function $\omega/(1+\omega^2\tau_c\tau_r)$ peaks where $\omega^2\tau_c\tau_r=1$. There

$$\frac{|E^*|^2}{E_r^2}=\frac{1+\tau_c/\tau_r}{1+\tau_r/\tau_c}=\frac{\tau_c}{\tau_r}=\frac{E_g}{E_r},$$

so $|E^*|=\sqrt{E_rE_g}=245$ MPa. The peak is at 32.5 Hz with $\tan\delta=0.20$. That this equals the relaxed edge of the square wave is an accident of these numbers.

For the same 5% tolerances, use $|E^*|^2=E_r^2(1+\omega^2\tau_c^2)/(1+\omega^2\tau_r^2)$. Setting it equal to $(1.05E_r)^2$ gives

$$\omega^2=\frac{1.05^2-1}{\tau_c^2-1.05^2\tau_r^2},\qquad f=11.9\ \text{Hz}.$$

Since $E_r\tau_c=E_g\tau_r$, setting it equal to $(0.95E_g)^2$ gives

$$\omega^2\tau_r^2=\frac{0.95^2-(E_r/E_g)^2}{1-0.95^2},\qquad f=86.2\ \text{Hz}.$$

**Q.** The square wave gave 32.5 and 394 Hz. Why are both edges higher?

**A.** Compare how each quantity approaches its limits. Take $\varphi=\tfrac12$. At low frequency the square-wave swing misses full relaxation by $1-G\approx2e^{-1/(2f\tau_c)}$, which is exponentially small. For the sine, $|E^*|^2/E_r^2-1\approx\omega^2(\tau_c^2-\tau_r^2)$, a power law, so the sine leaves the relaxed band earlier. At high frequency the square wave falls short of $E_g$ by the fraction $E_gJ/(4f\tau_c)$, which decays as $1/f$. The sine falls short by a fraction proportional to $1/\omega^2$, so it enters the glassy band earlier. For other loaded fractions $1-G\approx e^{-a}+e^{-b}$ is set by the shorter span, and the high-frequency shortfall is $E_gJ\varphi(1-\varphi)/(f\tau_c)$. The ordering can then change: at $\varphi=0.1$ the square-wave edges are 8.6 and 141 Hz, so the relaxed edge lies below the sine's.

**Q.** A pad is not a row of separate columns. A pitch of 2.5 mm is only twice its thickness.

**A.** That is a real limit. Consider an elastic layer bonded to a rigid base, in plane strain, with no shear traction on top and a fixed Poisson's ratio of 0.2. Each harmonic of the pressure then produces a displacement equal to a geometric factor divided by $E^*(\omega)$. Summing the harmonics and comparing with the same layer fully relaxed gives a coupled swing modulus.

At 50 Hz it is 232 MPa instead of 224 MPa, and the swing is 0.227 µm instead of 0.232 µm. At 394 Hz, where the pitch is 2.5 mm, it is 299 MPa instead of 285 MPa, and the swing is 0.128 µm instead of 0.182 µm, 30% less than the column's. For the coupled layer the 5% edges lie near 29 and 135 Hz, or pitches of 35 and 7.4 mm, so the glassy edge is about three times lower than the column's. With a Poisson's ratio of 0.3 and the same confined moduli they are 27 and 143 Hz.

**Q.** Does the lag heat the pad enough to spoil a constant $\tau_c$?

**A.** Its own loss does not. The elastic work at the two pressure jumps, $\pm\sigma_0^2/(2E_g)$, cancels over a cycle. No work is done in the unloaded trench. What remains is the creep under load, so the loss per volume and cycle is

$$W=\sigma_0(d_{\max}-d_{\min})=\sigma_0^2JG .$$

The loss per pad area is $Whf=0.12$ W/m² in the example. Friction with a rough coefficient of 0.4 gives $0.4\times20\ \text{kPa}\times1\ \text{m/s}=8000$ W/m². Of these two sources, only friction can warm the pad appreciably.

**Q.** Then how much of this survives on a real polishing tool?

**A.** The thickness, pressure, speed and moduli are rough typical values for a polyurethane pad. The single time of 4 ms is a model choice, and the 100 µm trench belongs to deeply etched wafers. Interconnect topography is far shallower, so its recesses carry appreciable pressure on a rough pad. The formula with $\sigma_f$ then serves only for pitches several times the pad thickness. For finer patterns lateral coupling matters, and the column greatly overestimates the swing. The assumptions that real pads break move the numbers as follows.

- **Temperature.** With a rough activation energy of 1 eV, warming from 25 to 45 °C shortens both times about 12-fold. At unchanged moduli the column edges rise to about 380 and 4600 Hz, and the 50 Hz pattern becomes a relaxed one. This is the largest shift found here.
- **Many relaxation times.** Creep strains add under a given pressure, so the swing compliance is an average over retardation times. Spreading $\tau_c$ evenly in its logarithm from 0.6 to 60 ms, with the same $E_r$ and $E_g$, moves the edges to about 13 and 830 Hz (the 81-point sum in the output gives 842 Hz, and a continuous spread gives 828 Hz).
- **Asperity relaxation.** Suppose the asperity pressure follows the relaxation modulus $E_r+(E_g-E_r)e^{-t/\tau_r}$ afresh on each mesa. It then falls from 1.27 to 0.88 of its mean. The strain difference between mesa exit and trench end, which the output calls the swing in this case, drops by 10%. The largest strain, however, now comes at mesa entry, where the strain jumps by $1.27\,\sigma_0/E_g$, or 0.220 µm of compression. That jump is the full swing, 5.5% below the earlier 0.232 µm.
- **Slurry lift.** For water-like viscosity and a wedge-shaped film that is 20 µm thick at its thinnest point, the largest mean lift is 0.8 kPa on a 2 mm land between pad grooves and 4 kPa on an ungrooved 10 mm mesa. These are 2% and 10% of the mesa pressure. The lift goes as the inverse square of the assumed film thickness, so a 10 µm film would give 8% and 40%.

Inertia is a small matter at 50 Hz: for a density of 800 kg/m³ a compression wave crosses the pad in 2.1 µs at the glassy modulus, which so fast a wave sees (the output lists 2.6 µs, for the relaxed modulus), against a period of 20 ms.

**Q.** So if I want to know which modulus a pattern sees, what must I ask first?

**A.** Ask which part of the deformation you mean, then compare the time spent on and between features with $\tau_c$ at the temperature of use. In the periodic state the mean compression is set by $E_r$. The swing of the bulk is set by $E_{sw}(f)$ if mesas and trenches are many times wider than the pad thickness; at a pitch of 15 thicknesses lateral coupling still raises the modulus by 4%, and for finer patterns by more. The asperity layer on top of a rough pad is much more compliant than the bulk and is not described by these moduli. The numerical output below lists the values for this pad.

## Values computed for the example and the checks

```
Er, Eg = 200, 300 MPa; tau_r = 4.0 ms
retardation time tau_c = 6.00 ms; J = 1.6667e-03 1/MPa
pad thickness = 1.3 mm; speed = 1.0 m/s
mesa, trench = 10.0, 10.0 mm; depth = 100.0 um
passing frequency = 50.0 Hz; duty = 0.50
nominal, mesa pressure = 20.0, 40.0 kPa
peak compression = 0.2462 um
instant spring-back = 0.1733 um
delayed part at mesa exit = 0.0729 um
left after  0.0 ms in trench = 0.0729 um
left after  2.0 ms in trench = 0.0522 um
left after  5.0 ms in trench = 0.0317 um
left after 10.0 ms in trench = 0.0138 um
swing at 50 Hz = 0.2325 um
mean compression, any frequency = 0.1300 um
f (Hz), swing modulus, peak modulus, |E*| (MPa), duty 0.5:
       1    200.0    200.0    200.1
      10    200.0    200.0    207.3
      50    223.7    211.2    265.7
     100    250.6    222.5    288.4
    1000    293.9    238.0    299.9
   10000    299.4    239.8    300.0
fast limit of peak modulus = 240.0 MPa
band tolerance = 5 %
square wave: relaxed below 32.5 Hz, glassy above 394.4 Hz
  as pitch: above 30.8 mm, below 2.54 mm
sine: relaxed below 11.9 Hz, glassy above 86.2 Hz
loss peak at 32.5 Hz, tan = 0.204, |E*| = 244.9 MPa
start-up: 5 tau_c = 30 ms = 30 mm of travel
Poisson ratio for layer = 0.2
coupled layer, 50.0 Hz: 232.0 MPa, swing 0.2269 um (column 0.2325 um)
coupled layer, 394.4 Hz: 299.0 MPa, swing 0.1282 um (column 0.1825 um)
two-decade spread: edges 13.2, 842 Hz
activation 1.0 eV, 25 to 45 C: edges rise 11.6 times
asperity height scale = 5.0 um; swing/scale = 0.046
trench floor load / mesa load = 2.1e-09
uneven mesa pressure: entry 1.267, exit 0.880 of mean
  swing with it / swing without = 0.899
slurry: 1.0 mPa s, film 20 um, groove land 2 mm
largest lift: grooved 0.80, ungrooved 4.01 kPa
density 800 kg/m3: wave crosses pad in 2.60 us
pad loss 0.118 W/m2; friction (coeff. 0.4) 8000 W/m2
```
